# Lindhard's damage-energy equation and its limit without electronic stopping: verification in Python

```python
"""
Result under test: the mean damage energy nu(E) of an atom slowing down among
identical atoms obeys Lindhard's integral equation
    S_e(E) nu'(E) = int_0^E dsigma(E,T) [nu(E-T) + nu(T) - nu(E)],
    nu(E)/E -> 1 for E -> 0,
and nu(E) -> E when the electronic stopping cross section S_e vanishes.
Symbols: E energy of the moving atom, T energy given to the struck atom,
dsigma = C E^-m T^-(1+m) dT with m = 1/3 (power-law nuclear scattering),
S_e = k sqrt(E), S_n = int T dsigma, x = (E/E_top)^(1/6),
eps = S_e / (C E^(1/3)) at E_top, I(p) = collision integral of the power E^p.
Energies in eV, cross sections in angstrom^2.
"""
import numpy as np
from numpy.polynomial import Chebyshev
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.special import gamma

M_EXP = 1.0 / 3.0


def power_integral(p):
    """Closed form of I(p)."""
    return (-1 / M_EXP - gamma(-M_EXP) * gamma(p + 1) / gamma(p + 1 - M_EXP)
            - 1 / (p - M_EXP))


def power_integral_quadrature(p):
    """I(p) from its definition, with T/E = y^6 to remove the singularity."""
    def integrand(y):
        t = y**6
        return 6 * y**-3 * (-np.expm1(p * np.log1p(-t)) - t**p)
    return quad(integrand, 0, 1, epsabs=1e-11, epsrel=1e-11, limit=200)[0]


def series_coefficients(eps, n_max):
    """Coefficients of nu/E in powers of x."""
    a = [1.0]
    for n in range(1, n_max + 1):
        a.append(-eps * (1 + (n - 1) / 6) * a[-1] / power_integral(1 + n / 6))
    return np.array(a)


def collocation_fraction(eps, n_basis=12):
    """nu/E as a function of x, collision integral done by quadrature."""
    y, w = np.polynomial.legendre.leggauss(80)
    y, w = (y + 1) / 2, w / 2
    t = y**6
    weight = 6 * w / y**3
    x = (1 - np.cos(np.pi * (np.arange(n_basis) + 0.5) / n_basis)) / 2
    x_poly = Chebyshev([0.5, 0.5], domain=[0, 1])
    basis = [x_poly * Chebyshev.basis(j, domain=[0, 1])
             for j in range(n_basis)]
    matrix = np.empty((n_basis, n_basis))
    col = x[:, None]
    for j, b in enumerate(basis):
        here = b(col)
        bracket = ((1 - t) * (here - b(col * (1 - t)**(1 / 6)))
                   + t * (here - b(col * y)))
        matrix[:, j] = (eps * x * (b(x) + x * b.deriv()(x) / 6)
                        + bracket @ weight)
    c = np.linalg.solve(matrix, -eps * x)
    return lambda z: 1 + sum(cj * b(z) for cj, b in zip(c, basis))


def cascade_damage(e_start, floor, sigma, k_drag, n_cascades, rng):
    """Follow every atom: exponential free flights with electronic drag,
    hard-sphere collisions (T uniform in 0..E), stop at the floor energy."""
    energy = np.full(n_cascades, float(e_start))
    owner = np.arange(n_cascades)
    damage = np.zeros(n_cascades)
    while energy.size:
        flight = rng.exponential(1 / sigma, energy.size)
        root = np.sqrt(energy) - 0.5 * k_drag * flight
        stopped = root <= np.sqrt(floor)
        damage += floor * np.bincount(owner[stopped], minlength=n_cascades)
        before, own = root[~stopped]**2, owner[~stopped]
        transfer = rng.random(before.size) * before
        energy = np.concatenate([transfer, before - transfer])
        owner = np.concatenate([own, own])
        low = energy <= floor
        damage += np.bincount(owner[low], weights=energy[low],
                              minlength=n_cascades)
        energy, owner = energy[~low], owner[~low]
    return damage.mean(), damage.std(ddof=1) / np.sqrt(n_cascades)


# --- The integral equation against a followed cascade (hard spheres) ---
E_MC, FLOOR, SIGMA, K_MC, N_MC = 2000.0, 20.0, 1.0, 1.0, 10000
mc_mean, mc_error = cascade_damage(E_MC, FLOOR, SIGMA, K_MC, N_MC,
                                   np.random.default_rng(7))


def hard_sphere_equation(e, state):
    integral_nu, nu = state
    return [nu, SIGMA * (2 * integral_nu / e - nu) / (K_MC * np.sqrt(e))]


hs = solve_ivp(hard_sphere_equation, (FLOOR, E_MC), [FLOOR**2 / 2, FLOOR],
               method="LSODA", rtol=1e-9, atol=1e-9)
assert hs.success
hs_nu = hs.y[1, -1]
assert abs(mc_mean - hs_nu) < 4 * mc_error
assert E_MC - hs_nu > 50 * mc_error      # the electronic loss is resolved
print("Hard-sphere cascade test")
print(f"  start energy {E_MC:.0f} eV, floor {FLOOR:.0f} eV")
print(f"  total cross section {SIGMA:.1f} A^2, k {K_MC:.1f} eV^0.5 A^2")
print(f"  number of cascades {N_MC}")
print(f"  damage energy, Monte Carlo {mc_mean:.2f} eV")
print(f"  standard error {mc_error:.2f} eV")
print(f"  damage energy, integral equation {hs_nu:.2f} eV")

# --- Collision integral of powers ---
for p in (0.9, 1.0, 7 / 6, 4 / 3, 1.5, 2.0, 3.0):
    direct = power_integral_quadrature(p)
    assert abs(direct - power_integral(p)) < 1e-7
    assert (direct > 1e-3) if p > 1 else (direct < 1e-7)
print("Collision integral I(p), m = 1/3, by quadrature")
for name, p in (("1", 1.0), ("7/6", 7 / 6), ("4/3", 4 / 3), ("3/2", 1.5)):
    print(f"  I({name}) = {abs(round(power_integral_quadrature(p), 5)):.5f}")

# --- Worked example: power-law scattering, round parameters ---
E_TOP, SN_TOP, SE_TOP = 1.0e4, 1000.0, 100.0
C = (1 - M_EXP) * SN_TOP / E_TOP**(1 - 2 * M_EXP)
K = SE_TOP / np.sqrt(E_TOP)
EPS = K * E_TOP**(1 / 6) / C
# T = u^3 makes the stopping integrand smooth
sn_direct = quad(lambda u: C * E_TOP**-M_EXP * (u**3)**-M_EXP * 3 * u**2,
                 0, E_TOP**(1 / 3))[0]
assert abs(sn_direct / SN_TOP - 1) < 1e-8

N_SERIES = 12
a = series_coefficients(EPS, N_SERIES + 1)
omitted = abs(a[-1])
a = a[:-1]
numeric = collocation_fraction(EPS)


def damage(e):
    return e * np.polynomial.polynomial.polyval((e / E_TOP)**(1 / 6), a)


for e in (100.0, 1000.0, E_TOP):
    assert abs(damage(e) / e - numeric((e / E_TOP)**(1 / 6))) < 1e-6

# successive partial sums bracket the independent solution
for factor in (1.0, 3.0):
    value = collocation_fraction(factor * EPS)(1.0)
    sums = np.cumsum(series_coefficients(factor * EPS, 4))
    for n, partial in enumerate(sums):
        assert (partial > value) if n % 2 == 0 else (partial < value)

print("Power-law example at 10 keV")
print(f"  S_n {SN_TOP:.0f} eV A^2, S_e {SE_TOP:.0f} eV A^2")
print(f"  C {C:.3f} eV^(2/3) A^2, k {K:.3f} eV^(1/2) A^2")
print(f"  eps {EPS:.4f} (dimensionless)")
for n in range(5):
    print(f"  order {n}: term {a[n] * E_TOP:.1f} eV,"
          f" partial sum {a[:n + 1].sum() * E_TOP:.1f} eV")
print(f"  highest order kept {N_SERIES}")
print(f"  first omitted term, size {omitted * E_TOP:.1e} eV")
print(f"  collocation damage energy {numeric(1.0) * E_TOP:.1f} eV")
print("Damage energy nu(E) and share nu/E")
for e in (100.0, 1000.0, E_TOP):
    print(f"  E {e:.0f} eV: nu {damage(e):.1f} eV, share {damage(e) / e:.4f}")
hartree = physical_constants["Hartree energy in eV"][0]
print(f"  nu at 10 keV {damage(E_TOP) / hartree:.2f} hartree")
print(f"  energy to electrons at 10 keV {E_TOP - damage(E_TOP):.1f} eV")

# --- Small electronic transfers: finite difference against derivative ---
W = 10.0
print(f"Relative error of the expansion, electronic transfer {W:.0f} eV")
for e in (100.0, 1000.0, E_TOP):
    orders = np.arange(N_SERIES + 1)
    slope = np.sum(a * (1 + orders / 6) * (e / E_TOP)**(orders / 6))
    expansion_error = (damage(e) - damage(e - W)) / (W * slope) - 1
    assert abs(expansion_error) < 0.01
    print(f"  E {e:.0f} eV: {expansion_error:.1e}")

# --- Vanishing electronic stopping ---
print("Electronic stopping scaled by a factor, E = 10 keV")
ratios = []
for factor in (1.0, 0.1, 0.01):
    loss = 1 - collocation_fraction(factor * EPS)(1.0)
    bound = factor * EPS / power_integral_quadrature(7 / 6)
    assert 0 < loss < bound
    ratios.append(loss / bound)
    print(f"  factor {factor:g}: nu {E_TOP * (1 - loss):.1f} eV,"
          f" loss {E_TOP * loss:.1f} eV,")
    print(f"    bound {E_TOP * bound:.1f} eV, loss/bound {ratios[-1]:.4f}")
assert ratios[0] < ratios[1] < ratios[2]
assert abs(ratios[2] - 1) < 0.005

print("OK")
```

Printed output:

```
Hard-sphere cascade test
  start energy 2000 eV, floor 20 eV
  total cross section 1.0 A^2, k 1.0 eV^0.5 A^2
  number of cascades 10000
  damage energy, Monte Carlo 1088.06 eV
  standard error 0.69 eV
  damage energy, integral equation 1086.84 eV
Collision integral I(p), m = 1/3, by quadrature
  I(1) = 0.00000
  I(7/6) = 0.47423
  I(4/3) = 0.83680
  I(3/2) = 1.13228
Power-law example at 10 keV
  S_n 1000 eV A^2, S_e 100 eV A^2
  C 30.944 eV^(2/3) A^2, k 1.000 eV^(1/2) A^2
  eps 0.1500 (dimensionless)
  order 0: term 10000.0 eV, partial sum 10000.0 eV
  order 1: term -3163.0 eV, partial sum 6837.0 eV
  order 2: term 661.5 eV, partial sum 7498.5 eV
  order 3: term -116.8 eV, partial sum 7381.6 eV
  order 4: term 19.0 eV, partial sum 7400.6 eV
  highest order kept 12
  first omitted term, size 9.5e-07 eV
  collocation damage energy 7398.1 eV
Damage energy nu(E) and share nu/E
  E 100 eV: nu 86.6 eV, share 0.8664
  E 1000 eV: nu 811.9 eV, share 0.8119
  E 10000 eV: nu 7398.1 eV, share 0.7398
  nu at 10 keV 271.87 hartree
  energy to electrons at 10 keV 2601.9 eV
Relative error of the expansion, electronic transfer 10 eV
  E 100 eV: 1.4e-03
  E 1000 eV: 2.0e-04
  E 10000 eV: 2.8e-05
Electronic stopping scaled by a factor, E = 10 keV
  factor 1: nu 7398.1 eV, loss 2601.9 eV,
    bound 3163.0 eV, loss/bound 0.8226
  factor 0.1: nu 9690.2 eV, loss 309.8 eV,
    bound 316.3 eV, loss/bound 0.9795
  factor 0.01: nu 9968.4 eV, loss 31.6 eV,
    bound 31.6 eV, loss/bound 0.9979
OK
```
